# Choosing the Cepstral Cutoff for Green-Kubo Thermal Conductivity

## A flux without memory

Suppose a molecular-dynamics run delivers a heat flux whose successive samples are independent, with zero mean and variance $\sigma^2$. Its spectrum is flat, so every frequency carries the same information about the conductivity. The sensible estimate averages over all frequencies, and any attempt to resolve structure in the spectrum adds only noise.

A real flux has memory and a structured spectrum. Frequencies far from zero then help only if that structure is described. In cepstral analysis the setting that controls the description is the number $P$ of retained coefficients: a small $P$ smooths too much and biases the conductivity, a large $P$ admits noise. For the flat spectrum $P=1$ is best. This guide derives the choice for other spectra.

## What is estimated

Let $J$ be one Cartesian component of the heat-flux density and $C(t)=\langle J(t)J(0)\rangle$. With

$$S(\omega)=\int_{-\infty}^{\infty}C(t)e^{i\omega t}dt ,$$

and $C$ even in time, the Green-Kubo formula becomes

$$\kappa=\frac{V}{k_BT^2}\int_0^\infty C(t)\,dt=\frac{V}{2k_BT^2}S(0).$$

The factor $1/2$ appears because $S(0)$ integrates over both signs of time.

The flux is assumed stationary and Gaussian, which is reasonable for a cell containing many weakly correlated regions. It has $\ell$ independent, equivalent components ($\ell=3$ in an isotropic glass), each with $N$ samples at spacing $\Delta t$, $N$ even. Its mean is known to be zero and is not subtracted; subtraction would make the zero-frequency ordinate vanish and its logarithm diverge.

Sampling replaces the time integral by a trapezoid sum. On one interval the trapezoid exceeds the integral by $\Delta t^3C''/12$ to leading order. Summing over intervals gives

$$\frac{\Delta t^2}{12}\int_0^\infty C''dt=-\frac{\Delta t^2}{12}C'(0^+).$$

This term needs a cusp of $C$ at $t=0$, such as the exponential models below have. A flux generated by Hamiltonian dynamics is smooth in time, so $C'(0)=0$ and the term vanishes; what remains is aliasing of spectral weight above the Nyquist frequency, which falls much faster with $\Delta t$. In either case the error depends on $\Delta t$, and no choice of $P$ removes it. Below, $S$ denotes the sampled spectrum, a function of $\theta=\omega\Delta t$.

## Why the logarithm helps

The periodogram at $\theta_k=2\pi k/N$ is

$$I_k=\frac{\Delta t}{N\ell}\sum_{\alpha=1}^{\ell}\Big|\sum_{n=0}^{N-1}J_{\alpha n}e^{-i\theta_kn}\Big|^2 .$$

Its mean is $\Delta t\sum_{|n|<N}(1-|n|/N)C(n\Delta t)\cos n\theta_k$, which tends to $S(\theta_k)$ when the record is much longer than the memory. For $0<k<N/2$ the Fourier sum has a real and an imaginary part, both Gaussian, independent and of equal variance up to corrections of order $1/N$. Its squared modulus, divided by the mean, is exponentially distributed. Averaging $\ell$ of them gives

$$I_k=S(\theta_k)\,X/\ell,\qquad X\sim\mathrm{Gamma}(\ell).$$

The relative standard deviation is $1/\sqrt\ell$, whatever the length of the run. A longer run supplies more ordinates, not better ones.

Since $\langle X^s\rangle=\Gamma(\ell+s)/\Gamma(\ell)$, the function $\ln\Gamma(\ell+s)-\ln\Gamma(\ell)$ generates the cumulants of $\ln X$. Its first two derivatives at $s=0$ are $\psi(\ell)$ and $\psi'(\ell)$. Therefore

$$L_k=\ln I_k-[\psi(\ell)-\ln\ell]$$

has mean $\ln S(\theta_k)$ and variance $v=\psi'(\ell)$. The logarithm has turned multiplicative noise into additive noise of uniform, known strength. At $k=0$ and $k=N/2$ the Fourier sum is real, so $\ell$ is replaced by $\ell/2$ in both formulas; call that variance $v_{\rm end}$.

## Variance at a given cutoff

Extend $L_k$ by $L_{N-k}=L_k$ and define

$$C_n=\frac1N\sum_{k=0}^{N-1}L_ke^{2\pi ikn/N}.$$

These coefficients estimate the $c_n$ in $\ln S(\theta)=c_0+2\sum_{n\ge1}c_n\cos n\theta$. Setting $\theta=0$ and keeping $P$ coefficients gives the estimator

$$\hat L(P)=C_0+2\sum_{n=1}^{P-1}C_n=\frac1N\sum_{k=0}^{N-1}D_kL_k,\qquad D_k=\sum_{|n|<P}e^{in\theta_k}.$$

The weight $D_k$ is concentrated around zero frequency, in a window that narrows as $P$ grows.

Each interior ordinate appears twice, at $k$ and $N-k$, with total weight $2D_k/N$. Orthogonality of the exponentials gives $\sum_{k=0}^{N-1}D_k^2=N(2P-1)$. The end values are $D_0=2P-1$ and $D_{N/2}=\pm1$, so the sum over $0<k<N/2$ is $\tfrac12[N(2P-1)-(2P-1)^2-1]$. For independent ordinates

$$\mathrm{Var}\,\hat L=\frac{2v(2P-1)}N+(v_{\rm end}-2v)\frac{(2P-1)^2+1}{N^2}.$$

For $P\ll N$ the first term suffices:

$$s^2(P)=\frac{(4P-2)v}{N}.$$

At $P=1$ this gives $\mathrm{Var}\,C_0=2v/N$. Each further coefficient adds $4v/N$. For $0<n,m<N/2$ the definition of $C_n$ gives, to leading order,

$$\mathrm{Cov}(C_n,C_m)=\frac{4v}{N^2}\sum_{0<k<N/2}\cos n\theta_k\cos m\theta_k=\frac vN\,\delta_{nm},$$

because the cosine sum is $N/4$ for $n=m$ and of order one otherwise. Thus $\mathrm{Var}\,C_n=v/N$, and the coefficients are uncorrelated to this order; the same holds between $C_0$ and the others.

In terms of the cutoff time $t_c=P\Delta t$ and the record length $t_{\rm rec}=N\Delta t$, $s^2\approx4v\,t_c/t_{\rm rec}$. Finer sampling of the same run therefore does not reduce the variance. It requires a proportionally larger $P$ to keep the same $t_c$.

## Bias at a given cutoff

The omitted terms give

$$b(P)=-2B_P,\qquad B_P=\sum_{n\ge P}c_n .$$

To see how fast $B_P$ falls, take a spectrum built from exponentially decaying and damped oscillating correlations. After sampling it has the form

$$S(\theta)=K\frac{\prod_j|1-z_je^{-i\theta}|^2}{\prod_j|1-p_je^{-i\theta}|^2},$$

with all $|p_j|,|z_j|<1$ and complex values in conjugate pairs. Expand $\ln(1-qe^{-i\theta})=-\sum_{n\ge1}q^ne^{-in\theta}/n$ and add the complex conjugate. Summed over real roots and conjugate pairs, each root contributes $-2q^n\cos(n\theta)/n$. Comparison with the cosine series gives

$$c_n=\frac1n\Big(\sum_jp_j^n-\sum_jz_j^n\Big).$$

A relaxation time $\tau$ produces a pole $r=e^{-\Delta t/\tau}$. If the slow relaxation enters $C(t)$ with positive weight and supplies most of the spectrum near zero frequency, the spectrum has a peak there and the $c_n$ have a long positive tail. Cutting this tail flattens the peak and makes $\kappa$ too small. A negative weight can instead produce a dip and a negative tail, and cutting that tail makes $\kappa$ too large.

## What the automatic choice optimizes

The Akaike criterion chooses $P$ automatically. Here it can be derived from the squared error of the whole log spectrum, averaged over $\theta$. By orthogonality of the cosines this error is

$$(C_0-c_0)^2+2\sum_{n=1}^{P-1}(C_n-c_n)^2+2\sum_{n\ge P}c_n^2 .$$

Its expectation is $2v/N+2(P-1)v/N+2\sum_{n\ge P}c_n^2$, that is

$$R_{\rm av}(P)=\frac{2Pv}{N}+2\sum_{n\ge P}c_n^2 .$$

The $c_n$ are unknown, but $\langle C_n^2\rangle=c_n^2+v/N$. Replace the last sum by $\sum_{n=P}^{m}(C_n^2-v/N)$, with a fixed $m<N/2$ beyond which $c_n$ is negligible. The subtraction contributes $-2(m-P+1)v/N$, which contains another $+2Pv/N$. Multiplying by $N/(2v)$ and dropping constants leaves

$$\mathrm{AIC}(P)=\frac Nv\sum_{n=P}^{m}C_n^2+2P .$$

The conductivity needs a different error, the one at zero frequency:

$$R_0(P)=4B_P^2+\frac{(4P-2)v}{N}.$$

Consider adding the coefficient $c_P$. Because $B_P=c_P+B_{P+1}$, the squared bias falls by $4(B_P^2-B_{P+1}^2)=4c_P(c_P+2B_{P+1})$, while the variance rises by $4v/N$. The step pays if

$$c_P(c_P+2B_{P+1})>v/N .$$

For the averaged error the corresponding condition is $c_P^2>v/N$. The difference is the cross term: omitted coefficients of equal sign add coherently at zero frequency, whereas the averaged error adds only their squares.

## Two kinds of tail

**Slow relaxation.** Let one real pole dominate, $c_n\approx r^n/n$, and neglect the variation of $1/n$ across the tail. Then $B_P\approx c_P/(1-r)$ and

$$c_P+2B_{P+1}=2B_P-c_P\approx c_P\frac{1+r}{1-r}.$$

Both balances take the form $g\,r^{2P}/P^2=v/N$, or, after taking logarithms,

$$P=\frac{\ln(gN/v)-2\ln P}{2\ln(1/r)},$$

with $g=1$ for the averaged error and $g=(1+r)/(1-r)$ at zero frequency. The second cutoff is larger, and both grow only logarithmically with run length. They respond differently to the sampling step. For $\Delta t\ll\tau$, $g\approx2\tau/\Delta t$ at zero frequency, and the balance reads $e^{-2t_c/\tau}=v\,t_c^2/(2\tau t_{\rm rec})$, independent of $\Delta t$. The averaged balance reads $e^{-2t_c/\tau}=v\,t_c^2/(\Delta t\,t_{\rm rec})$, so its cutoff time shrinks, and its bias grows, as the same run is sampled more finely.

The same approximation shows how the error is divided. At the zero-frequency balance $c_P^2=(v/N)(1-r)/(1+r)$, so $b^2=4c_P^2/(1-r)^2=4v/[N(1-r^2)]$. Dividing by $s^2\approx4Pv/N$ gives

$$\frac{b^2}{s^2}\approx\frac{1}{P(1-r^2)}.$$

At the averaged balance $c_P^2=v/N$, and the ratio is $1/[P(1-r)^2]$, where $P$ is now the smaller, averaged cutoff. At equal $P$ this expression is larger by $(1+r)/(1-r)$. Both ratios are rough, because neglecting the variation of $1/n$ overestimates the bias. Minimum total error thus does not mean equal bias and standard deviation. For large $P(1-r^2)$ the bias should be the smaller part.

**Oscillating tail.** Now let the poles be $\pm ir$, so that $c_n=2r^n\cos(n\pi/2)/n$. Odd coefficients vanish and even ones alternate in sign. Again neglecting the variation of $1/n$, for even $P$ one has $B_P\approx c_P/(1+r^2)$ and $B_{P+2}\approx-r^2B_P$. Adding the next two coefficients lowers the squared bias by

$$4B_P^2(1-r^4)\approx4c_P^2\frac{1-r^2}{1+r^2}$$

at a cost of $8v/N$. The averaged criterion compares $2c_P^2$ with $4v/N$. The conditions are therefore $c_P^2(1-r^2)/(1+r^2)>2v/N$ and $c_P^2>2v/N$. Here cancellation makes the zero-frequency cutoff the smaller one. With $r=0.905$, $N=20000$ and $\ell=3$, direct minimization gives 25 for the averaged error and 19 at zero frequency. A blanket instruction to enlarge the automatic cutoff would be wrong.

## A model disordered dielectric

Take round parameters: $T=300$ K, $V=20\ \mathrm{nm^3}$, three components and $N=20000$ samples at 10 fs, a record of 200 ps. A slow channel with $\tau=0.1$ ps contributes 1 W/(m K). A vibrational channel at 10 THz, with damping time 0.05 ps, has four times the flux variance. In units of the slow variance, the integral of its correlation function is

$$4\,\frac{20}{20^2+62.8^2}\ \mathrm{ps}=0.0184\ \mathrm{ps},$$

against 0.1 ps for the slow channel. It adds 0.184 W/(m K), for a total of 1.184 W/(m K). Despite its larger variance it transports less, because its oscillations largely cancel in the time integral.

The model correlation has a cusp at $t=0$, which a real flux lacks. Its initial slope in the same units is $-(10+4\times20)=-90\ \mathrm{ps^{-1}}$. The sampling error is $(0.01^2/12)\times90=7.5\times10^{-4}$ ps, or 0.63% of the 0.1184 ps integral. The full trapezoid sum gives 0.64% and a sampled conductivity of 1.192 W/(m K). The finite record acts in the opposite direction and lowers the mean periodogram at zero frequency by 0.04%.

Here $v=0.395$, so the noise of one coefficient is $\sqrt{v/N}=0.0044$. The slow pole is $r=0.905$, giving $(1+r)/(1-r)\approx20$. The one-pole equation predicts cutoffs of 22.9 and 33.9; direct minimization with the full cepstrum gives 23 and 33. For a record 100 times longer the optima are 41 and 52.

The table gives errors of $\ln S(0)$ in units of 0.01, relative to the sampled spectrum. Each pair is theory / result from 500 simulated trajectories.

| $P$ | bias | standard deviation | rms error |
|---|---|---|---|
| 10 | −51.2 / −51.1 | 2.7 / 2.6 | 51.3 / 51.2 |
| 23 | −6.7 / −6.6 | 4.2 / 4.2 | 7.9 / 7.8 |
| 33 | −1.9 / −1.9 | 5.1 / 4.8 | 5.4 / 5.2 |
| 100 | 0.0 / −0.6 | 8.9 / 8.9 | 8.9 / 8.9 |

At $P=10$ the statistical error looks excellent, yet the conductivity is too small by a factor $e^{-0.512}\approx0.60$. At $P=33$ the ratio $b^2/s^2$ is $(1.88/5.07)^2=0.14$; the one-pole estimate is 0.17. The measured $-0.6$ at $P=100$ is 1.5 times its standard error, $8.87/\sqrt{500}=0.40$, and is compatible with zero.

## Choosing the cutoff from data

In a real run the $c_n$ are unknown. Three rules were applied to the same trajectories, with errors again in units of 0.01:

| Rule | mean $P$ | bias | rms error | within $\pm2s$ |
|---|---|---|---|---|
| Akaike | 23.5 | −5.6 | 7.7 | 71% |
| 1.5 × Akaike | 35.5 | −1.5 | 5.6 | 94% |
| Estimated $R_0$ | 27.1 | −4.7 | 8.6 | 69% |

An unbiased normal estimate would lie within $\pm2s$ about 95% of the time. The Akaike interval fails here because $s$ does not contain the truncation bias: even a fixed $P=23$, with bias $-6.7$ and $s=4.2$, would cover only about 66%. Choosing $P$ anew for each run makes this bias vary from run to run, which widens the scatter. From the table, the scatter of the Akaike estimates is $\sqrt{7.7^2-5.6^2}=5.3$, against $s=4.2$ at $P=23$.

The third rule estimates the zero-frequency error directly. With a pilot cutoff $Q$, $\langle(\sum_{n=P}^{Q-1}C_n)^2\rangle=(\sum_{n=P}^{Q-1}c_n)^2+(Q-P)v/N$, so

$$4\Big[\Big(\sum_{n=P}^{Q-1}C_n\Big)^2-(Q-P)\frac vN\Big]$$

is an unbiased estimate of the squared bias relative to $Q$. Negative values are set to zero, $s^2(P)$ is added, and the sum is minimized. For $Q=60$ and $P=23$ the mean estimate, before negative values are set to zero, is 0.0043, as it should be. Nevertheless the rule in this form, with $Q=60$, has a larger rms error than Akaike. The coefficient sum has noise $\sqrt{37}\times0.0044=0.027$, while its true magnitude is $\sqrt{0.00433}/2=0.033$. The noise is thus nearly as large as the quantity being estimated. Negative estimates are therefore common, and setting them to zero has a price. The estimate is no longer unbiased, and wherever it has been set to zero only $s^2(P)$ remains, which favours the smallest such $P$. The rule also favours a $P$ at which $\hat L(P)$ is close to $\hat L(Q)$, so it inherits the noise of the pilot estimate: its scatter $\sqrt{8.6^2-4.7^2}=7.2$ is close to $s(60)=6.9$, and the ranking against Akaike depends on $Q$. The result in the table counts against this clipped rule at $Q=60$, not against every estimate of the zero-frequency error.

The factor 1.5 succeeds because it lies near $33/23=1.4$ for this spectrum. It is not universal: for the longer record the ratio is $52/41=1.3$, and for the oscillating tail it is below one. It also depends on the sampling step: for the same 200 ps sampled at 2 fs the two optimal cutoff times are 0.14 and 0.33 ps, a ratio of 2.3, and the bias of $\ln S(0)$ at the averaged optimum is $-0.21$.

## Using the setting

First make sure that the sampling error is acceptable and that the record far exceeds the slowest relevant relaxation time. No cutoff recovers relaxation that the run has not sampled.

Next, take the Akaike value $P_A$ as a starting point and inspect the spectrum. If it has a narrow peak at zero frequency, compare $P_A$ with a larger value $P_2$, for instance $1.5P_A$; a finely sampled record can need a larger factor. The two estimates share most of their noise. Their difference is $2\sum_{n=P_A}^{P_2-1}C_n$, so in the absence of bias, and for cutoffs fixed in advance, its standard deviation is

$$\sqrt{4(P_2-P_A)v/N}.$$

In the first trajectory Akaike selects 23 and gives $1.118\pm0.047$ W/(m K); $P=35$ gives $1.185\pm0.062$ W/(m K). The logarithmic change is 0.058, against an expected noise of $\sqrt{48\times0.395/20000}=0.031$. At 1.9 standard deviations this is a warning of bias, not proof; moreover, $P_A$ was itself chosen from the data. The closeness of the second value to 1.184 W/(m K) is partly luck, given its uncertainty.

If $M$ independent runs of equal length exist, average their coefficients $C_n$. The noise variance of each averaged coefficient is $v/(MN)$, so $MN$ replaces $N$ in the Akaike criterion and in $s$. Averaging the periodograms before taking the logarithm is somewhat better: $\ell$ becomes $M\ell$ with $N$ unchanged, and $\psi'(M\ell)$ is smaller than $\psi'(\ell)/M$, by up to 16% for $\ell=3$. This gives one cutoff for the combined estimate. A cutoff selected for a single run can be too small for it, because averaging reduces the noise but not the truncation bias. Do not pick for each run the cutoff with the most attractive $\kappa$. If the shift remains ambiguous, extend the total record and compare the same two cutoffs again: the truncation bias in their difference stays, while the noise falls as $1/\sqrt N$. Choosing $P_A$ anew for the longer record would not settle the question in the same way. At the averaged balance $c_P^2=v/N$, so the shift then shrinks roughly as fast as its noise.

Finally, convert with $\hat\kappa=Ve^{\hat L}/(2k_BT^2)$. For small $s$ the relative standard error is $s$. Since $\hat L$ sums many small contributions it is nearly normal, and exponentiation raises the mean by a factor of about $e^{s^2/2}$: 0.13% at $P=33$, negligible here. Report $P\Delta t$, the record length and the change of $\kappa$ with cutoff alongside $s$, because $s$ alone does not reveal truncation bias. The numerical output below gives the remaining values.

## Computed values

```
Temperature: 300 K; volume: 20 nm^3
Sampling step: 10 fs; samples: 20000; components: 3
Record length: 200 ps; trajectories: 500
Slow time: 0.10 ps; vibrational damping time: 0.05 ps
Vibration: 10 THz; variance ratio: 4
Slow-channel rms flux: 2.4926e+10 W/m^2
kappa slow, vibrational: 1.0000, 0.1840 W/(m K)
kappa continuous, sampled: 1.1840, 1.1916 W/(m K)
Sampling error, leading formula: 0.644, 0.633 %
Leakage deficit at zero frequency: 0.039 %
Log offset interior, end: -0.17583, -0.36898
Log variance interior, end: 0.39493, 0.93480
Coefficient noise sqrt(v/N): 0.00444
Pole moduli slow, vibrational: 0.90484, 0.81873
Zeros inside unit circle: 0.7194, 0.6047
True c_n, n=1,2,5,10,20,30: 0.90540, 0.17486, -0.08057, 0.05949, 0.00853, 0.00182
Best P integrated, zero frequency: 23, 33
One-pole predictions: 22.9, 33.9
Best P, 100 times longer: 41, 52
One-pole predictions, longer: 40.2, 52.6
Oscillating control, integrated, zero: 25, 19
Mean factor minus 1 from exponentiation at P=33: 0.128 %
Measured/theory noise, single and block: 0.9993, 0.9932
Fixed P: errors of ln S(0), times 100, theory/measured
P=10: bias -51.24/-51.09; sd 2.74/2.61; rms 51.31/51.16
P=23: bias -6.65/-6.57; sd 4.22/4.19; rms 7.88/7.79
P=33: bias -1.88/-1.91; sd 5.07/4.84; rms 5.40/5.20
P=100: bias -0.00/-0.60; sd 8.87/8.85; rms 8.87/8.86
Pilot cutoff Q: 60
Squared bias to Q at P=23, true/mean estimate: 0.00433/0.00426
Selection rules: ln S(0) errors times 100
Akaike: mean P 23.5; bias -5.56; rms 7.65; 2-sigma coverage 71.2 %
1.5 x Akaike: mean P 35.5; bias -1.45; rms 5.61; 2-sigma coverage 93.6 %
zero-frequency: mean P 27.1; bias -4.65; rms 8.58; 2-sigma coverage 69.4 %
First trajectory, raw kappa at k=1..5 in W/(m K): 0.879, 1.181, 1.268, 0.751, 0.655
First trajectory, Akaike: P=23; kappa=1.1183 +/- 0.0471 W/(m K)
First trajectory, 1.5 x Akaike: P=35; kappa=1.1847 +/- 0.0618 W/(m K)
First trajectory, zero-frequency: P=25; kappa=1.1293 +/- 0.0497 W/(m K)
```
